# Natori's ballistic MOSFET current from carrier populations at the barrier top: a numerical check

```python
"""Ballistic MOSFET current (Natori form), one parabolic 2D subband.

Result under test, per unit width W:
    I/W = q n v_inj D
    v_inj = v_T F_half(eta_s)/F_0(eta_s),  v_T = sqrt(2 kT/(pi m))
    D = [1 - F_half(eta_d)/F_half(eta_s)] / [1 + F_0(eta_d)/F_0(eta_s)]
n      sheet density at the top of the source-drain barrier
eta_s  source Fermi level above the subband edge at the top, in kT
eta_d  eta_s - q V_D/kT, the same for the drain
F_j    Fermi-Dirac integral of order j, normalized by Gamma(j+1)
The formulas are compared with direct sums over k-states, in which forward
states are filled by the source and backward states by the drain.
SI units are used inside; printed units are given with each number.
"""
import numpy as np
from scipy.constants import e as q, h, hbar, k as k_B, m_e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gamma

T = 300.0
kT = k_B * T
valleys = 2
m_light = 0.19 * m_e
m_heavy = 0.916 * m_e
gate_capacitance = 2.0e-2      # F/m^2, equal to 2 uF/cm^2
overdrive = 0.5                # V

N_2D = valleys * m_light * kT / (np.pi * hbar**2)
v_T = np.sqrt(2 * kT / (np.pi * m_light))


def fermi_integral(order, eta):
    """Normalized integral, with energy = t^2 to remove the root at zero."""
    upper = np.sqrt(max(eta, 0.0) + 50.0)
    breaks = [np.sqrt(eta)] if eta > 0 else None
    value = quad(lambda t: t**(2 * order + 1) * expit(eta - t * t),
                 0.0, upper, points=breaks, epsabs=0.0, epsrel=1e-10,
                 limit=300)[0]
    return 2 * value / gamma(order + 1)


def F0(eta):
    return np.logaddexp(0.0, eta)


def F_half(eta):
    return fermi_integral(0.5, eta)


def source_level(n, V):
    """Closed-form eta_s at fixed density n and drain voltage V."""
    a = np.exp(-q * V / kT)
    rho = 2 * n / N_2D
    root = np.sqrt((1 - a)**2 + 4 * a * np.exp(rho))
    return np.log(2 * np.expm1(rho) / (1 + a + root))


def injection_velocity(eta):
    return v_T * F_half(eta) / F0(eta)


def natori(n, V):
    """Return eta_s, injection velocity, drain factor, current per width."""
    eta_s = source_level(n, V)
    eta_d = eta_s - q * V / kT
    v_inj = injection_velocity(eta_s)
    drain = ((1 - F_half(eta_d) / F_half(eta_s))
             / (1 + F0(eta_d) / F0(eta_s)))
    return eta_s, v_inj, drain, q * n * v_inj * drain


nodes, node_weights = np.polynomial.legendre.leggauss(240)


def one_way(eta, mx=m_light, my=m_light, drop=0.0, ex_low=0.0, ex_high=None):
    """Density and flux of states moving one way along x, summed over k.

    drop: depth of the local subband edge below the barrier top, in kT.
    ex_low, ex_high: window of longitudinal kinetic energy, in kT.
    """
    cutoff = max(eta, 0.0) + drop + 45.0
    if ex_high is None:
        ex_high = cutoff
    k_low = np.sqrt(2 * mx * kT * ex_low) / hbar
    k_high = np.sqrt(2 * mx * kT * ex_high) / hbar
    kx = k_low + 0.5 * (k_high - k_low) * (nodes + 1)
    wx = 0.5 * (k_high - k_low) * node_weights
    ky_max = np.sqrt(2 * my * kT * cutoff) / hbar
    ky = np.linspace(-ky_max, ky_max, 601)
    energy = ((hbar * kx)**2 / (2 * mx))[:, None] + (hbar * ky)**2 / (2 * my)
    filled = expit(eta + drop - energy / kT).sum(axis=1) * (ky[1] - ky[0])
    states = 2 * valleys / (2 * np.pi)**2
    density = states * np.sum(wx * filled)
    flux = states * np.sum(wx * filled * hbar * kx / mx)
    return density, flux


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Half-plane density and flux against the Fermi-integral formulas.
for eta in (-6.0, 0.0, 3.0, 8.0):
    density, flux = one_way(eta)
    assert close(density, N_2D / 2 * F0(eta), 1e-8)
    assert close(flux, N_2D / 2 * v_T * F_half(eta), 1e-8)

# Elliptic valley: transport mass in velocity, both masses in density.
for mx, my in ((m_heavy, m_light), (m_light, m_heavy)):
    density, flux = one_way(1.0, mx, my)
    N_ellipse = valleys * np.sqrt(mx * my) * kT / (np.pi * hbar**2)
    v_ellipse = np.sqrt(2 * kT / (np.pi * mx))
    assert close(density, N_ellipse / 2 * F0(1.0), 1e-8)
    assert close(flux / density, v_ellipse * F_half(1.0) / F0(1.0), 1e-8)

# Whole result: the level is found from the directly summed density.
n = gate_capacitance * overdrive / q
for V in (0.01, 0.05, 0.2, 0.5):
    u = q * V / kT
    eta_direct = brentq(
        lambda x: (one_way(x)[0] + one_way(x - u)[0]) / n - 1, -10, 15,
        xtol=1e-11)
    I_direct = q * (one_way(eta_direct)[1] - one_way(eta_direct - u)[1])
    eta_s, _, _, I_formula = natori(n, V)
    assert abs(eta_s - eta_direct) < 1e-7
    assert close(I_formula, I_direct, 1e-7)

# Discrete transverse modes of a 1 um wide channel, periodic in y.
width = 1e-6
V_mode = 0.05
eta_s, _, _, I_formula = natori(n, V_mode)
mode_k = 2 * np.pi * np.arange(-800, 801) / width
mode_energy = (hbar * mode_k)**2 / (2 * m_light * kT)
I_modes = (2 * q * valleys * kT / (h * width)) * np.sum(
    F0(eta_s - mode_energy) - F0(eta_s - q * V_mode / kT - mode_energy))
assert close(I_modes, I_formula, 1e-7)

# Downstream of the top: same current, different density.
V_high = 0.5
drop = 5.0
eta_s, v_top, D_top, I_top = natori(n, V_high)
eta_d = eta_s - q * V_high / kT
passed = one_way(eta_s, drop=drop, ex_low=drop)
reflected = one_way(eta_d, drop=drop, ex_high=drop)
from_drain = one_way(eta_d, drop=drop)
I_down = q * (passed[1] + reflected[1] - from_drain[1])
n_down = passed[0] + reflected[0] + from_drain[0]
assert close(I_down, I_top, 1e-7)
assert n_down < 0.8 * n

# Nondegenerate limit: leading correction is of order n/N_2D.
n_dilute = 1e-6 * N_2D
for V in (0.01, 0.05, 0.2):
    limit = q * n_dilute * v_T * np.tanh(q * V / (2 * kT))
    assert close(natori(n_dilute, V)[3], limit, 1e-5)

# Low-bias conductance: remaining error is of order (qV/kT)^2.
eta_0 = np.log(np.expm1(n / N_2D))
G = q**2 / kT * N_2D / 2 * v_T * fermi_integral(-0.5, eta_0)
V_small = 1e-4
assert close(natori(n, V_small)[3] / V_small, G, 1e-4)

# Degenerate saturated limit: correction is of order 1/eta^2.
n_dense = 100 * N_2D
eta_dense = np.log(np.expm1(2 * n_dense / N_2D))


def degenerate_velocity(density):
    k_F = np.sqrt(4 * np.pi * density / valleys)
    return 4 / (3 * np.pi) * hbar * k_F / m_light


assert close(injection_velocity(eta_dense), degenerate_velocity(n_dense), 1e-4)

# At fixed charge, level, injection velocity and current rise with V_D.
scan = np.array([natori(n, V) for V in np.linspace(0.02, 0.4, 12)])
assert np.all(np.diff(scan[:, 0]) > 0)
assert np.all(np.diff(scan[:, 1]) > 0)
assert np.all(np.diff(scan[:, 3]) > 0)

# Large drain voltage: the drain factor tends to one.
eta_sat = np.log(np.expm1(2 * n / N_2D))
I_sat = q * n * injection_velocity(eta_sat)
assert close(natori(n, 1.0)[3], I_sat, 1e-8)

print(f"temperature T = {T:.0f} K")
print(f"thermal voltage kT/q = {1e3 * kT / q:.3f} mV")
print(f"mass m = {m_light / m_e:.3f} m_0, valley degeneracy g = {valleys}")
print(f"gate capacitance C_G = {gate_capacitance * 100:.2f} uF/cm^2")
print(f"gate overdrive V_G - V_t = {overdrive:.2f} V")
print(f"charge Q = {q * n * 100:.3f} uC/cm^2")
print(f"sheet density n = {n * 1e-4:.4e} cm^-2")
print(f"N = g m kT/(pi hbar^2) = {N_2D * 1e-4:.4e} cm^-2")
print(f"rho = 2n/N = {2 * n / N_2D:.4f}")
print(f"nondegenerate velocity v_T = {v_T * 100:.4e} cm/s")
v_heavy = np.sqrt(2 * kT / (np.pi * m_heavy))
print(f"v_T for transport mass {m_heavy / m_e:.3f} m_0 = "
      f"{v_heavy * 100:.4e} cm/s")
for V in (0.05, 0.1, 0.2, 0.5):
    eta_s, v_inj, drain, current = natori(n, V)
    eta_d = eta_s - q * V / kT
    print(f"V_D = {V:.2f} V: u = {q * V / kT:.4f}, "
          f"eta_S = {eta_s:.4f}, eta_D = {eta_d:.4f}")
    print(f"  F_0(eta_S) = {F0(eta_s):.4f}, F_0(eta_D) = {F0(eta_d):.4e}")
    print(f"  F_1/2(eta_S) = {F_half(eta_s):.4f}, "
          f"F_1/2(eta_D) = {F_half(eta_d):.4e}")
    print(f"  v_inj = {v_inj * 100:.4e} cm/s, D = {drain:.4f}, "
          f"I/W = {current:.1f} uA/um")
print(f"low-bias level eta_0 = {eta_0:.4f}")
print(f"F_-1/2(eta_0) = {fermi_integral(-0.5, eta_0):.4f}")
print(f"low-bias resistance times width = {1e6 / G:.2f} ohm um")
print(f"mode-sum current at V_D = {V_mode:.2f} V: {I_modes:.1f} uA/um")
for drive in (0.1, 0.3, 0.5):
    n_drive = gate_capacitance * drive / q
    eta = np.log(np.expm1(2 * n_drive / N_2D))
    v_inj = injection_velocity(eta)
    print(f"saturated, overdrive {drive:.1f} V: eta_S = {eta:.4f}, "
          f"v_inj = {v_inj * 100:.4e} cm/s, "
          f"I/W = {q * n_drive * v_inj:.1f} uA/um")
print(f"degenerate estimate of v_inj at overdrive {overdrive:.1f} V = "
      f"{degenerate_velocity(n) * 100:.4e} cm/s")
print(f"point {drop:.0f} kT below the top, V_D = {V_high:.1f} V:")
print(f"  current = {I_down:.1f} uA/um")
print(f"  density = {n_down * 1e-4:.4e} cm^-2")
print(f"  mean velocity = {I_down / (q * n_down) * 100:.4e} cm/s")
print("done: every assertion held")
```

It prints:

```
temperature T = 300 K
thermal voltage kT/q = 25.852 mV
mass m = 0.190 m_0, valley degeneracy g = 2
gate capacitance C_G = 2.00 uF/cm^2
gate overdrive V_G - V_t = 0.50 V
charge Q = 1.000 uC/cm^2
sheet density n = 6.2415e+12 cm^-2
N = g m kT/(pi hbar^2) = 4.1037e+12 cm^-2
rho = 2n/N = 3.0419
nondegenerate velocity v_T = 1.2343e+07 cm/s
v_T for transport mass 0.916 m_0 = 5.6215e+06 cm/s
V_D = 0.05 V: u = 1.9341, eta_S = 2.1326, eta_D = 0.1985
  F_0(eta_S) = 2.2446, F_0(eta_D) = 7.9731e-01
  F_1/2(eta_S) = 3.0215, F_1/2(eta_D) = 8.9285e-01
  v_inj = 1.6615e+07 cm/s, D = 0.5198, I/W = 863.7 uA/um
V_D = 0.10 V: u = 3.8682, eta_S = 2.7052, eta_D = -1.1630
  F_0(eta_S) = 2.7699, F_0(eta_D) = 2.7198e-01
  F_1/2(eta_S) = 3.9570, F_1/2(eta_D) = 2.8292e-01
  v_inj = 1.7633e+07 cm/s, D = 0.8455, I/W = 1490.8 uA/um
V_D = 0.20 V: u = 7.7363, eta_S = 2.9839, eta_D = -4.7524
  F_0(eta_S) = 3.0333, F_0(eta_D) = 8.5940e-03
  F_1/2(eta_S) = 4.4578, F_1/2(eta_D) = 8.6048e-03
  v_inj = 1.8140e+07 cm/s, D = 0.9953, I/W = 1805.4 uA/um
V_D = 0.50 V: u = 19.3409, eta_S = 2.9930, eta_D = -16.3479
  F_0(eta_S) = 3.0419, F_0(eta_D) = 7.9470e-08
  F_1/2(eta_S) = 4.4745, F_1/2(eta_D) = 7.9470e-08
  v_inj = 1.8156e+07 cm/s, D = 1.0000, I/W = 1815.6 uA/um
low-bias level eta_0 = 1.2744
F_-1/2(eta_0) = 1.1494
low-bias resistance times width = 55.43 ohm um
mode-sum current at V_D = 0.05 V: 863.7 uA/um
saturated, overdrive 0.1 V: eta_S = -0.1774, v_inj = 1.3466e+07 cm/s, I/W = 269.3 uA/um
saturated, overdrive 0.3 V: eta_S = 1.6494, v_inj = 1.5800e+07 cm/s, I/W = 948.0 uA/um
saturated, overdrive 0.5 V: eta_S = 2.9930, v_inj = 1.8156e+07 cm/s, I/W = 1815.6 uA/um
degenerate estimate of v_inj at overdrive 0.5 V = 1.6194e+07 cm/s
point 5 kT below the top, V_D = 0.5 V:
  current = 1815.6 uA/um
  density = 2.0246e+12 cm^-2
  mean velocity = 5.5972e+07 cm/s
done: every assertion held
```
